# Which energy do Hellmann-Feynman forces with smeared occupations differentiate?: a program that tests the result

```python
"""Result under test: with smeared occupations at fixed width and electron number,
the Hellmann-Feynman force F = -2 sum_i f_i <i|dh/dx|i> equals -dA/dx, where
A = E - TS is the free energy. It is not -dE/dx (E: internal energy) and not
-dE0/dx, with E0 = (E + A)/2 the usual zero-width extrapolation.
Symbols: f occupation per spin (0..1), width = kT for Fermi-Dirac smearing,
TS = width times (generalized) entropy, x displacement.
Crossing model: levels +a*x and -a*x, two electrons, elastic energy K*x^2/2.
"""
import numpy as np
from scipy.constants import k as k_B, e as e_charge
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import entr, erfc, expit


def smear(levels, n_el, width, kind="fermi"):
    """Occupations per spin and the energy TS, at fixed electron number."""
    def occ(mu):
        y = (levels - mu) / width
        return expit(-y) if kind == "fermi" else 0.5 * erfc(y)
    mu = brentq(lambda m: 2 * occ(m).sum() - n_el,
                levels.min() - 20 * width, levels.max() + 20 * width, xtol=1e-14)
    y = (levels - mu) / width
    if kind == "fermi":
        ts = 2 * width * np.sum(entr(expit(-y)) + entr(expit(y)))
    else:
        ts = width / np.sqrt(np.pi) * np.sum(np.exp(-y**2))
    return occ(mu), ts


def slope(func, x, h):
    """Five-point numerical first derivative."""
    return (func(x - 2*h) - 8*func(x - h) + 8*func(x + h) - func(x + 2*h)) / (12*h)


# ---------- crossing model ----------
a, K = 1.0, 8.0                 # eV/Angstrom, eV/Angstrom^2
kT, kT_hot = 0.10, 0.16         # eV
NAMES = ("A", "E", "E0")


def crossing(x, width):
    """Electronic A, E, E0 and Hellmann-Feynman force, from the definitions."""
    slopes = np.array([a, -a])
    f, ts = smear(slopes * x, 2, width)
    E = 2 * np.sum(f * slopes * x)
    return {"A": E - ts, "E": E, "E0": E - ts / 2, "F": -2 * np.sum(f * slopes)}


print(f"Slope a = {a:.2f} eV/A, stiffness K = {K:.2f} eV/A^2")
print(f"kT = {kT:.2f} eV, i.e. T = {kT * e_charge / k_B:.0f} K")
print("Electronic part, kT = 0.10 eV; forces in eV/A:" if kT == 0.10 else "Forces in eV/A:")
for x in (0.01, 0.10, 0.20, 1.00):
    c = crossing(x, kT)
    num = {n: -slope(lambda q: crossing(q, kT)[n], x, 1e-3) for n in NAMES}
    u = a * x / (2 * kT)
    extra = 2 * a * u / np.cosh(u)**2
    assert abs(c["F"] - num["A"]) < 1e-6
    assert abs(c["F"] - 2 * a * np.tanh(u)) < 1e-9
    assert abs(num["E"] - 2 * a * np.tanh(u) - extra) < 1e-6
    assert abs(num["E0"] - 2 * a * np.tanh(u) - extra / 2) < 1e-6
    assert abs(c["A"] + 4 * kT * np.log(2 * np.cosh(u))) < 1e-9
    assert abs(c["E"] + 2 * a * x * np.tanh(u)) < 1e-9
    print(f" x={x:.2f} A: F={c['F']:.4f} -dA/dx={num['A']:.4f} "
          f"-dE/dx={num['E']:.4f} -dE0/dx={num['E0']:.4f}")
    if x == 0.01:
        ratios = num["E"] / c["F"], num["E0"] / c["F"]
        assert abs(ratios[0] - 2) < 0.01 and abs(ratios[1] - 1.5) < 0.01
        print(f"  ratios to F at this x: E {ratios[0]:.3f}, E0 {ratios[1]:.3f}")

c0 = crossing(0.0, kT)
assert abs(c0["E0"] + 2 * kT * np.log(2)) < 1e-10
print(f"At x=0: A={c0['A']:.4f}, E={abs(c0['E']):.4f}, E0={c0['E0']:.4f} eV")
true_zero = 2 * min(a * 0.0, -a * 0.0)
print(f"True zero-width energy at x=0: {abs(true_zero):.4f} eV")

x_end = 0.25
work = quad(lambda q: crossing(q, kT)["F"], 0, x_end)[0]
c1 = crossing(x_end, kT)
drop = {n: c0[n] - c1[n] for n in NAMES}
assert abs(work - drop["A"]) < 1e-8
assert min(abs(work - drop["E"]), abs(work - drop["E0"])) > 0.01
print(f"Work of F from x=0 to {x_end:.2f} A: {work:.4f} eV")
print(f" drops: A {drop['A']:.4f}, E {drop['E']:.4f}, E0 {drop['E0']:.4f} eV")

# ---------- minima with the elastic energy ----------
for width in (kT, kT_hot):
    def total(x, name):
        return crossing(x, width)[name] + K * x**2 / 2
    xmin = {n: minimize_scalar(total, bounds=(0, 0.6), args=(n,), method="bounded",
                               options={"xatol": 1e-9}).x for n in NAMES}
    x_relax = 0.25
    for _ in range(400):
        x_relax += 0.1 * (crossing(x_relax, width)["F"] - K * x_relax)
    assert abs(x_relax - xmin["A"]) < 1e-5
    assert min(abs(x_relax - xmin["E"]), abs(x_relax - xmin["E0"])) > 0.01
    h = 1e-3
    curv = {n: (total(h, n) - 2 * total(0.0, n) + total(-h, n)) / h**2 for n in NAMES}
    for n, factor in zip(NAMES, (1.0, 2.0, 1.5)):
        assert abs(curv[n] - (K - factor * a**2 / width)) < 5e-3
    print(f"With elastic energy, kT = {width:.2f} eV:")
    print(f" relaxation with F ends at x = {abs(x_relax):.4f} A")
    print(" minima (A): " + ", ".join(f"{n} {xmin[n]:.4f}" for n in NAMES))
    print(" curvature at x=0 (eV/A^2): " + ", ".join(f"{n} {curv[n]:.3f}" for n in NAMES))
assert curv["A"] > 0 > curv["E0"] > curv["E"]
print(f"Window of kT with A stable, E0 unstable: {a**2/K:.4f} to {1.5*a**2/K:.4f} eV")
x_cold = minimize_scalar(lambda x: K * x**2 / 2 - 2 * abs(a * x), bounds=(0, 0.6),
                         method="bounded", options={"xatol": 1e-9}).x
assert abs(x_cold - 2 * a / K) < 1e-5
print(f"Minimum of the true zero-width energy: x = {x_cold:.4f} A")

# ---------- self-consistent four-site chain, 3 electrons ----------
# h = H_fixed + x*H_slope + U*diag(n); interaction energy U/2 * sum n^2.
H_fixed = np.diag([0.0, 0.3, -0.2, 0.1])
H_slope = np.diag([0.2, 0.0, 0.0, 0.0])
for site, (hop, dhop) in enumerate(((-1.0, 0.5), (-1.1, 0.3), (-0.9, 0.4))):
    H_fixed[site, site + 1] = H_fixed[site + 1, site] = hop
    H_slope[site, site + 1] = H_slope[site + 1, site] = dhop
U, n_chain = 1.0, 3


def chain(x, width, kind, frozen=None):
    """Self-consistent A, E, E0, F and occupations; frozen fixes occupations."""
    h0 = H_fixed + x * H_slope
    n = np.full(4, n_chain / 4)
    for _ in range(3000):
        levels, C = np.linalg.eigh(h0 + U * np.diag(n))
        f, ts = smear(levels, n_chain, width, kind) if frozen is None else (frozen, 0.0)
        rho = 2 * (C * f) @ C.T
        change = np.diag(rho) - n
        if np.max(np.abs(change)) < 1e-12:
            break
        n = n + 0.4 * change
    else:
        raise AssertionError("self-consistency not reached")
    E = np.sum(rho * h0) + U / 2 * np.sum(np.diag(rho)**2)
    return {"A": E - ts, "E": E, "E0": E - ts / 2, "F": -np.sum(rho * H_slope), "f": f}


print("Self-consistent chain at x=0.1 (x dimensionless), slopes in eV:")
for kind, width in (("fermi", 0.4), ("gauss", 0.8)):
    here = chain(0.1, width, kind)
    num = {n: -slope(lambda q: chain(q, width, kind)[n], 0.1, 0.01) for n in NAMES}
    fixed_f = -slope(lambda q: chain(q, width, kind, here["f"])["E"], 0.1, 0.01)
    assert abs(here["F"] - num["A"]) < 1e-6
    assert abs(here["F"] - fixed_f) < 1e-6
    assert min(abs(here["F"] - num["E"]), abs(here["F"] - num["E0"])) > 0.01
    print(f" {kind}, width {width:.1f} eV: F={here['F']:.5f} -dA/dx={num['A']:.5f}")
    print(f"  -dE/dx={num['E']:.5f} -dE0/dx={num['E0']:.5f} "
          f"-dE/dx at frozen f={fixed_f:.5f}")

# ---------- extrapolation for a smooth density of states sqrt(energy) ----------
# Energies in units of the zero-width Fermi energy; energy = t^2 removes the root.
nodes, weights = np.polynomial.legendre.leggauss(800)
t = nodes + 1.0                 # covers energies from 0 to 4
energy, dos_weight = t**2, 2 * t**2 * weights
n_cont, E_cold = 2 / 3, 2 / 5   # integrals of e^(1/2) and e^(3/2) from 0 to 1


def continuum_errors(width):
    mu = brentq(lambda m: dos_weight @ expit((m - energy) / width) - n_cont,
                0.5, 1.5, xtol=1e-14)
    f, hole = expit((mu - energy) / width), expit((energy - mu) / width)
    E = dos_weight @ (f * energy)
    ts = width * (dos_weight @ (entr(f) + entr(hole)))
    return np.array([E - ts, E, E - ts / 2]) - E_cold


small, large = continuum_errors(0.03), continuum_errors(0.06)
growth = large / small
assert small[0] < 0 < small[1]
assert abs(growth[0] - 4) < 0.2 and abs(growth[1] - 4) < 0.2
assert abs(growth[2] - 16) < 1.5
print("Smooth density of states, errors in units of the Fermi energy:")
for width, err in ((0.03, small), (0.06, large)):
    print(f" width {width:.2f}: A {err[0]:.3e}, E {err[1]:.3e}, E0 {err[2]:.3e}")
print(f" growth on doubling: A {growth[0]:.2f}, E {growth[1]:.2f}, E0 {growth[2]:.2f}")
print("verified")
```

Printed output:

```
Slope a = 1.00 eV/A, stiffness K = 8.00 eV/A^2
kT = 0.10 eV, i.e. T = 1160 K
Electronic part, kT = 0.10 eV; forces in eV/A:
 x=0.01 A: F=0.0999 -dA/dx=0.0999 -dE/dx=0.1997 -dE0/dx=0.1498
  ratios to F at this x: E 1.998, E0 1.499
 x=0.10 A: F=0.9242 -dA/dx=0.9242 -dE/dx=1.7107 -dE0/dx=1.3175
 x=0.20 A: F=1.5232 -dA/dx=1.5232 -dE/dx=2.3631 -dE0/dx=1.9432
 x=1.00 A: F=1.9998 -dA/dx=1.9998 -dE/dx=2.0016 -dE0/dx=2.0007
At x=0: A=-0.2773, E=0.0000, E0=-0.1386 eV
True zero-width energy at x=0: 0.0000 eV
Work of F from x=0 to 0.25 A: 0.2543 eV
 drops: A 0.2543, E 0.4241, E0 0.3392 eV
With elastic energy, kT = 0.10 eV:
 relaxation with F ends at x = 0.1776 A
 minima (A): A 0.1776, E 0.2949, E0 0.2569
 curvature at x=0 (eV/A^2): A -2.000, E -12.000, E0 -7.000
With elastic energy, kT = 0.16 eV:
 relaxation with F ends at x = 0.0000 A
 minima (A): A 0.0000, E 0.2889, E0 0.1783
 curvature at x=0 (eV/A^2): A 1.750, E -4.500, E0 -1.375
Window of kT with A stable, E0 unstable: 0.1250 to 0.1875 eV
Minimum of the true zero-width energy: x = 0.2500 A
Self-consistent chain at x=0.1 (x dimensionless), slopes in eV:
 fermi, width 0.4 eV: F=-1.53941 -dA/dx=-1.53941
  -dE/dx=-1.88471 -dE0/dx=-1.71206 -dE/dx at frozen f=-1.53941
 gauss, width 0.8 eV: F=-1.61244 -dA/dx=-1.61244
  -dE/dx=-1.86846 -dE0/dx=-1.74045 -dE/dx at frozen f=-1.61244
Smooth density of states, errors in units of the Fermi energy:
 width 0.03: A -1.480e-03, E 1.478e-03, E0 -6.614e-07
 width 0.06: A -5.911e-03, E 5.890e-03, E0 -1.079e-05
 growth on doubling: A 3.99, E 3.98, E0 16.31
verified
```
